\section*{Origin of the A61 logarithm in the 2P one-loop self-energy}

\section*{Question}

I want to verify the logarithmic binding coefficients of the one-loop self-energy for the 2P levels. For a point nucleus of infinite mass I write $\Delta E=\frac{\alpha}{\pi}(Z\alpha)^4mc^2F/n^3$, where $F$ contains $(Z\alpha)^2A_{61}\ln(Z\alpha)^{-2}$. The values I should find are $A_{61}(2P_{1/2})=103/180$ and $A_{61}(2P_{3/2})=29/90$, from NRQED operators evaluated on Schr\"odinger wave functions. The leading logarithmic operator is proportional to $\nabla^2V\propto\delta^3(\mathbf r)$ and vanishes on a P state. Expanding the form factor $F_1$ one order further gives me a $\nabla^4V$ term, but it is the same for both $j$ and too small. Which operators am I missing, where do their coefficients come from, and how are they evaluated on 2P?

\section*{Answer}

You are missing the Darwin and spin--orbit partners of the $\nabla^2V$ term, and a two-potential operator $(\nabla V)^2$ that a single-scattering form factor cannot show. All of them follow from one calculation: the $1/\omega$ tail of the soft-photon integrand.

\subsection*{Origin of the logarithm}

I use atomic units, $c=1/\alpha$, $V=-Z/r$, $W=\nabla^2V$. The bound state is $\phi$ with energy $E$, and $h=H-E$, so $h\phi=0$. In Coulomb gauge a transverse mode of energy $\omega$, wave vector $\mathbf k=\alpha\omega\mathbf n$ and polarization $\boldsymbol\epsilon$ couples with strength $\sqrt{2\pi/\omega}$ to $\boldsymbol\epsilon\cdot\mathbf J$, where $\mathbf J=c\boldsymbol\alpha\,e^{i\mathbf k\cdot\mathbf r}$ is the Dirac current. (Emission carries $-\mathbf k$; the average over $\mathbf n$ allows the relabelling.) The mode sum is $\int d^3k/(2\pi)^3=(\alpha^3/2\pi^2)\int\omega^2d\omega\,\langle\cdot\rangle_{\mathbf n}$ and the polarization sum is $\delta_\perp^{ij}=\delta^{ij}-n^in^j$. Second-order perturbation theory gives
\begin{equation}
\Delta E=-\frac{\alpha^3}{\pi}\int d\omega\,\omega\,\Big\langle\delta_\perp^{ij}\,\langle J^{i\dagger}(\omega+h)^{-1}J^j\rangle\Big\rangle_{\mathbf n}.\label{soft}
\end{equation}
In the window $Z^2\ll\omega\ll c^2$ the integrand can be expanded both in $h/\omega$ and in $\omega/c^2$. A term $(\alpha^3/\pi)\,C/\omega$ is cut off below at the binding scale $Z^2$ and above at $c^2$, the only scale left once the binding has been expanded out. It yields $(\alpha^3/\pi)\,C\,[\ln(c^2/Z^2)+\text{const}]$, and $c^2/Z^2=(Z\alpha)^{-2}$. Other powers of $\omega$ integrate to powers of the limits. Negative-energy intermediate states have denominators of size $2c^2+\omega$, which expand in non-negative powers of $\omega$; these terms and the mass counterterm contain no $1/\omega$. The instantaneous Coulomb part of the self-energy, $\frac12\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\langle e^{-i\mathbf k\cdot\mathbf r}(\Lambda_+-\Lambda_-)e^{i\mathbf k\cdot\mathbf r}\rangle$ with $\Lambda_\pm$ the projectors on positive and negative energy, has no denominator $\omega+h$; the projectors at momentum $\mathbf p+\mathbf k$ expand in non-negative powers of $k/c$, so its integrand in $dk$ has no $1/k$ term either. Since $mc^2=\alpha^{-2}$, the $A_{61}$ term is $(\alpha^5/\pi)Z^6A_{61}\ln(Z\alpha)^{-2}/n^3$. The task is therefore the part of $C$ of order $\alpha^2$, written $\alpha^2\langle O\rangle$, and
\begin{equation}
A_{61}=n^3\langle O\rangle/Z^6 .
\end{equation}

\subsection*{Two-component Hamiltonian and current}

For positive-energy states with large component $\phi_L$, the small component is $\chi=c\,(2c^2+E-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\phi_L$, and to order $\alpha^2$
\begin{equation}
(E-V)\phi_L=\tfrac12p^2\phi_L-\tfrac{\alpha^2}{4}\,\boldsymbol\sigma\cdot\mathbf p\,(E-V)\,\boldsymbol\sigma\cdot\mathbf p\,\phi_L .
\end{equation}
The norm is $\langle\phi_L|1+\alpha^2p^2/4|\phi_L\rangle$, so the normalized function is defined by $\phi_L=(1-\alpha^2p^2/8)\phi$. Insert this and multiply from the left by $1-\alpha^2p^2/8$. The terms $-\alpha^2Ep^2/4$ on the two sides cancel, which leaves $H=H_0+\alpha^2\delta H$ with $H_0=p^2/2+V$ and $\delta H=-p^4/8+\frac14\boldsymbol\sigma\cdot\mathbf pV\boldsymbol\sigma\cdot\mathbf p-\frac18\{p^2,V\}$. With $\sigma^i\sigma^k=\delta^{ik}+i\epsilon^{ikl}\sigma^l$ one has $\boldsymbol\sigma\cdot\mathbf pV\boldsymbol\sigma\cdot\mathbf p=p^iVp^i+\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$, and $p^iVp^i-\frac12\{p^2,V\}=-\frac12[p^i,[p^i,V]]=\frac12W$. Hence
\begin{equation}
\delta H=-\tfrac18p^4+\tfrac18W+\tfrac14\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).\label{dH}
\end{equation}

At $\mathbf k=0$ the current is $c\boldsymbol\alpha=i[H_D,\mathbf r]$, with $H_D$ the Dirac Hamiltonian, so only the position operator between positive-energy states is needed. It is $r^i-\frac{\alpha^2}{8}\{p^2,r^i\}+\frac{\alpha^2}{4}\boldsymbol\sigma\cdot\mathbf p\,r^i\,\boldsymbol\sigma\cdot\mathbf p$. Here $\boldsymbol\sigma\cdot\mathbf p\,r^i\,\boldsymbol\sigma\cdot\mathbf p=r^ip^2-i\sigma^i\boldsymbol\sigma\cdot\mathbf p=r^ip^2-ip^i+(\mathbf p\times\boldsymbol\sigma)^i$ and $\frac12\{p^2,r^i\}=r^ip^2-ip^i$. The position is thus $\mathbf r+\alpha^2\mathbf y$ with $\mathbf y=\mathbf p\times\boldsymbol\sigma/4$, and $\mathbf j=i[H,\mathbf r+\alpha^2\mathbf y]=\mathbf p+\alpha^2\delta\mathbf j$. Use $i[f(\mathbf p),r^i]=\partial f/\partial p^i$, $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)=(\boldsymbol\sigma\times\nabla V)\cdot\mathbf p$ and $i[V,\mathbf p]=-\nabla V$:
\begin{equation}
\delta\mathbf j=-\tfrac12p^2\mathbf p+\tfrac14\boldsymbol\sigma\times\nabla V-\tfrac14\nabla V\times\boldsymbol\sigma=-\tfrac12p^2\mathbf p+\tfrac12\boldsymbol\sigma\times\nabla V .
\end{equation}
At finite $\mathbf k$ and with $\chi=\alpha\,\boldsymbol\sigma\cdot\mathbf p\,\phi/2$, the current is $\frac12e^{i\mathbf k\cdot\mathbf r}[\sigma^j\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot(\mathbf p+\mathbf k)\sigma^j]=e^{i\mathbf k\cdot\mathbf r}[p^j+\frac12k^j+\frac i2(\boldsymbol\sigma\times\mathbf k)^j]$, and $k^j$ is removed by $\delta_\perp$. The $\mathbf k$ dependence of $\delta\mathbf j$ and the shift of $\mathbf p$ in $\delta H$ start at order $\alpha^3$.

\subsection*{The $1/\omega$ term}

Because $e^{-i\mathbf k\cdot\mathbf r}\mathbf p\,e^{i\mathbf k\cdot\mathbf r}=\mathbf p+\mathbf k$, the exponentials turn the resolvent into $(\omega+h+\alpha\omega P+\alpha^2\omega^2/2)^{-1}$ with $P=\mathbf n\cdot\mathbf p$. The expansion parameters are now $\alpha p$ and $\alpha^2\omega$, so it holds up to $\omega\ll c^2$ and does not break down at $kr\sim1$. With $G=(\omega+h)^{-1}=\omega^{-1}-h\omega^{-2}+h^2\omega^{-3}-\dots$ the resolvent is
\begin{equation}
G-\alpha\omega\,GPG+\alpha^2\omega^2\big(GPGPG-\tfrac12G^2\big)+\dots
\end{equation}
Equation (\ref{soft}) needs its $\omega^{-2}$ part. The $\omega^{-4}$ term of $G^2$ is $3h^2$, and that of $GPGPG$ has one $-h$ in each of three places. The part even in $\mathbf n$ is
\begin{equation}
-\omega^{-2}\big[h+\alpha^2\big(\tfrac32h^2+hPP+PhP+PPh\big)\big].\label{res}
\end{equation}
Its minus sign cancels the one in (\ref{soft}). Isotropy gives $\langle n^an^b\rangle=\delta^{ab}/3$ and $\langle n^in^jn^an^b\rangle=(\delta^{ij}\delta^{ab}+\delta^{ia}\delta^{jb}+\delta^{ib}\delta^{ja})/15$, where the $15=9+3+3$ comes from contracting both pairs. So $\langle\delta^{ij}_\perp\rangle=\frac23\delta^{ij}$ and
\begin{equation}
T^{ijab}\equiv\langle\delta^{ij}_\perp n^an^b\rangle=\tfrac1{15}\big(4\delta^{ij}\delta^{ab}-\delta^{ia}\delta^{jb}-\delta^{ib}\delta^{ja}\big).
\end{equation}

Four tools are used, for the moment with a smooth $V$ (the nucleus smeared over a width $a$).

(a) $h\,p^i\phi=[V,p^i]\phi=i\,\partial_iV\,\phi$.

(b) $\langle AhB\rangle+\langle BhA\rangle=\langle[A,[H,B]]\rangle$, because the other two terms of the double commutator have $h$ next to $\phi$.

(c) For functions $f,g$ of momentum, $\langle\mathbf p'|[f,[V,g]]|\mathbf p\rangle=-\Delta f\,\Delta g\,\tilde V(\mathbf q)$, with $\Delta f=f(\mathbf p')-f(\mathbf p)$, $\mathbf q=\mathbf p'-\mathbf p$. Also $q^2\tilde V\leftrightarrow-W$ and $q^4\tilde V\leftrightarrow\nabla^4V$.

(d) Let $\mathbf Q=(\mathbf p+\mathbf p')/2$ and $s=\mathbf Q\cdot\mathbf q=(p'^2-p^2)/2$. Then $s^2\tilde V$ is the kernel of $[\frac{p^2}2,X]$ with $X=[\frac{p^2}2,V]=-\frac12W-\nabla V\cdot\nabla$. Since $\langle[H_0,X]\rangle=0$, the expectation value is $-\langle[V,X]\rangle=-\langle(\nabla V)^2\rangle$. Further $Q^2=\frac12(p^2+p'^2)-\frac14q^2$, so $q^2Q^2\tilde V\leftrightarrow-\frac12\{p^2,W\}-\frac14\nabla^4V$.

At order $\alpha^0$, (b) and (c) give $C=\frac23\langle p^ihp^i\rangle=\frac13\langle W\rangle$. For S states $\langle W\rangle=4Z^4/n^3$, which is the coefficient $4/3$ of the leading Lamb-shift logarithm.

\emph{Recoil.} From $\frac32h^2$ and (a),
\begin{equation}
C_1=\tfrac23\cdot\tfrac32\,\langle p^ih^2p^i\rangle=\langle(\nabla V)^2\rangle .
\end{equation}

\emph{Retardation.} $C_2=T^{ijab}\langle p^i(hp^ap^b+p^ahp^b+p^ap^bh)p^j\rangle$. In the outer terms $T^{ijab}p^ap^bp^j=\frac{4-1-1}{15}p^2p^i$, and by (b) and (c) their sum has the kernel $-\frac2{15}\mathcal K\tilde V$ with $\mathcal K=\mathbf q\cdot\Delta(p^2\mathbf p)$. With $S=Q^2+q^2/4$ one has $p'^2=S+s$ and $p^2=S-s$, so $\Delta(p^2\mathbf p)=2s\mathbf Q+S\mathbf q$ and
\begin{equation}
\mathcal K=2s^2+q^2Q^2+\tfrac14q^4 .
\end{equation}
The middle term is symmetric under $(ia)\leftrightarrow(jb)$, so its kernel is $-\frac12T^{ijab}M^{ia}M^{jb}\tilde V$ with $M^{ia}=\Delta(p^ip^a)=Q^iq^a+q^iQ^a$. The three terms of $T$ give $4M^{ia}M^{ia}$, $-(M^{ii})^2$ and $-M^{ia}M^{ia}$. With $M^{ia}M^{ia}=2q^2Q^2+2s^2$ and $M^{ii}=2s$ the kernel is $-\frac1{15}(3q^2Q^2+s^2)\tilde V$. The sum is $(-\frac13s^2-\frac13q^2Q^2-\frac1{30}q^4)\tilde V$, and (d) with $\frac1{12}-\frac1{30}=\frac1{20}$ gives
\begin{equation}
C_2=\big\langle\tfrac13(\nabla V)^2+\tfrac16\{p^2,W\}+\tfrac1{20}\nabla^4V\big\rangle .
\end{equation}

\emph{Relativistic dipole.} $C_3$ is $\frac23$ times the $\alpha^2$ coefficient of $\langle j^ihj^i\rangle=\frac12\langle[j^i,[H,j^i]]\rangle$, taken with the full $H$ and its eigenstate. There are three changes. The state changes by $G'\delta H\phi$, where $G'=(E-H_0)^{-1}$ omits $\phi$; since the leading operator is $W/2$, this gives $\langle WG'\delta H\rangle$. The Hamiltonian gives $\frac12[p^i,[\delta H,p^i]]$. For a function $X(\mathbf r)$, $[p^i,[X,p^i]]=\nabla^2X$, while $p^4$ commutes with $\mathbf p$, so this is $\frac1{16}\nabla^4V+\frac18\boldsymbol\sigma\cdot(\nabla W\times\mathbf p)$. The current gives $\frac12[\delta j^i,[H_0,p^i]]+\frac12[p^i,[H_0,\delta j^i]]$. By the Jacobi identity the second commutator is $[\delta j^i,[H_0,p^i]]+[H_0,[p^i,\delta j^i]]$, and the last piece has zero expectation value. The total is $\langle[\delta j^i,[V,p^i]]\rangle$. The spin part of $\delta\mathbf j$ is a function of position and commutes with $i\partial_iV$; the part $-\frac12p^2\mathbf p$ has the kernel $+\frac12\mathcal K\tilde V$. In $\mathcal K$, $q^2Q^2+\frac14q^4\leftrightarrow-\frac12\{p^2,W\}$. Multiplying by $\frac23$,
\begin{align}
C_3={}&\big\langle-\tfrac23(\nabla V)^2-\tfrac16\{p^2,W\}+\tfrac1{24}\nabla^4V+\tfrac1{12}\boldsymbol\sigma\cdot(\nabla W\times\mathbf p)\big\rangle\nonumber\\
&+\tfrac23\langle WG'\delta H\rangle .\label{C3}
\end{align}

\emph{Spin-magnetic terms.} One vertex $\frac i2\alpha\omega\,\epsilon^{jcb}\sigma^cn^b$ can combine with $-\alpha\omega GPG$. An $\omega^{-2}$ term needs two factors of $h$. At this order $h$ is spin independent and $h\sigma^c\phi=0$, so only $\langle p^ih^2p^a\sigma^c\rangle=\langle\partial_iV\,\partial_aV\,\sigma^c\rangle$ survives. It is contracted with $T^{ijab}\epsilon^{jcb}=\frac1{15}(4\epsilon^{ica}-\epsilon^{aci})=\frac13\epsilon^{ica}$, which is antisymmetric in $i,a$, so $C_M=0$. Two spin vertices would need $\langle\sigma h^3\sigma\rangle$, which is also zero.

\subsection*{The operator}

In $C_1+C_2+C_3$ the $\{p^2,W\}$ terms cancel, $1+\frac13-\frac23=\frac23$, and $\frac1{20}+\frac1{24}=\frac{11}{120}$. With $\sigma^{ij}=\epsilon^{ijk}\sigma^k$ and $\partial_iW=i[p^i,W]$, one has $\boldsymbol\sigma\cdot(\nabla W\times\mathbf p)=i\sigma^{ij}p^iWp^j$, because $\sigma^{ij}p^ip^j=0$.

The $G'$ term vanishes for $l\ge1$ as $a\to0$. For $l=1$, $\phi\sim r$ and the source $\delta H\phi$ behaves as $\beta r^{-2}$ with a constant $\beta$. The radial operator $-\frac12(R''+2R'/r-2R/r^2)$ maps a constant $R$ to $R/r^2$, so the perturbed function stays finite at the origin. Then $\int W\phi\,\delta\phi\,d^3r=O(a)$. Higher $l$ vanish faster. Thus
\begin{equation}
O=\tfrac23(\nabla V)^2+\tfrac{11}{120}\nabla^4V+\tfrac1{24}\,2i\sigma^{ij}p^i(\nabla^2V)p^j\qquad(l\ge1).\label{O}
\end{equation}
For the point nucleus and $l=1$, the most singular integrands in $C_1,C_2,C_3$ scale as $r^{-2}\cdot r^2dr$, so these moments converge and the smearing is only a device for evaluating them. The next moments diverge. By a scaling estimate, the expansion in $h/\omega$ fails only at $r\lesssim\omega^{-1/2}$, a region that supplies a fraction $\sim Z\omega^{-1/2}$ of each moment. The remainder then falls as $\omega^{-3/2}$ and gives no logarithm at this order. For S states (\ref{O}) fails: $\langle r^{-4}\rangle$ diverges and the $G'$ term does not vanish.

\subsection*{Evaluation on 2P}

Each term of $O$ scales as $Z^6$, so set $Z=1$. Take $\phi=z\,e^{-r/2}/\sqrt{32\pi}$; the norm follows from $\int z^2e^{-r}d^3r=\frac{4\pi}3\cdot4!=32\pi$. The radial density is $R^2=r^2e^{-r}/24$. The two spin-independent operators are scalars, so their values do not depend on $m$ or $j$.

First, $(\nabla V)^2=r^{-4}$ and $\langle r^{-4}\rangle=\frac1{24}\int_0^\infty e^{-r}dr=\frac1{24}$.

Second, two integrations by parts give $\langle\nabla^4V\rangle=\int W\,\nabla^2|\phi|^2d^3r$ with $W=4\pi\delta^3(\mathbf r)$. In $\nabla^2\phi^2=2(\nabla\phi)^2+2\phi\nabla^2\phi$ the last term vanishes at the origin, because $\nabla^2\phi=2(V-E)\phi$ is finite there. So $\langle\nabla^4V\rangle=8\pi|\nabla\phi(0)|^2=8\pi/32\pi=\frac14$.

Third, for a spherical smeared $W$ the spin operator is $2\boldsymbol\sigma\cdot(\nabla W\times\mathbf p)=2(W'/r)\,\boldsymbol\sigma\cdot\mathbf L$. As $a\to0$, $\langle W'/r\rangle=\frac1{24}\int r^3W'dr=-\frac3{24}\int r^2W\,dr=-\frac18$, since $\int r^2W\,dr=1$ for any charge profile. The value is $-\frac14\langle\boldsymbol\sigma\cdot\mathbf L\rangle$, and $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\frac34$ is $-2$ for $j=\frac12$ and $+1$ for $j=\frac32$. This gives $+\frac12$ and $-\frac14$.

Multiplying by the coefficients in (\ref{O}) and by $n^3=8$, with $8\cdot\frac23\cdot\frac1{24}=\frac29$ and $8\cdot\frac{11}{120}\cdot\frac14=\frac{11}{60}$:
\begin{align}
A_{61}(2P_{1/2})&=\tfrac29+\tfrac{11}{60}+\tfrac16=\tfrac{40+33+30}{180}=\tfrac{103}{180},\\
A_{61}(2P_{3/2})&=\tfrac29+\tfrac{11}{60}-\tfrac1{12}=\tfrac{40+33-15}{180}=\tfrac{58}{180}=\tfrac{29}{90}.
\end{align}
Sorted by origin, $8C_1=\frac13$ and $8C_2=\frac{19}{90}$ for both levels, while $8C_3=\frac1{36}$ for $j=\frac12$ and $-\frac29$ for $j=\frac32$.

\subsection*{How your form factor fits in}

In this part $m=c=1$ for the four-momenta and $t=\alpha^2q^2$. An electron scattered from $p$ to $p'$ emits a soft photon along $n=(1,\mathbf n)$ with probability $(\alpha/\pi)\,2f\,d\omega/\omega$, where
\begin{equation}
2f=\Big\langle\frac{2p\cdot p'}{(p\cdot n)(p'\cdot n)}-\frac1{(p\cdot n)^2}-\frac1{(p'\cdot n)^2}\Big\rangle_{\mathbf n}.
\end{equation}
The last two averages equal 1 each. In the first, $1/AB=\int_0^1dx\,[xA+(1-x)B]^{-2}$ produces the vector $p_x=xp+(1-x)p'$, whose average is $1/p_x^2$ with $p_x^2=1+tx(1-x)$, and $p\cdot p'=1+t/2$. With $\int x(1-x)dx=\frac16$ and $\int x^2(1-x)^2dx=\frac1{30}$,
\begin{equation}
f=\int_0^1\frac{(1+t/2)\,dx}{1+tx(1-x)}-1=\frac t3-\frac{t^2}{20}+O(t^3),
\end{equation}
since $\frac12-\frac16=\frac13$ and $\frac1{30}-\frac1{12}=-\frac1{20}$. The infrared logarithm cancels in $|F_1|^2$ plus emission, so $\delta F_1=-(\alpha/\pi)f\int d\omega/\omega$. This factor is spin independent and multiplies the tree vertex, so $F_2$ has no such logarithm at one loop. In position space $\delta F_1\tilde V$ is $(\alpha^3/\pi)\ln(Z\alpha)^{-2}\,[\frac13W+\frac{\alpha^2}{20}\nabla^4V]$. The $\frac1{20}$ is your term, and the dependence of $f$ on $t$ alone corresponds to the cancellation of $\{p^2,W\}$. The potential $W/3$ acts in the Dirac equation, so (\ref{dH}) with $V\to W/3$ adds $\frac1{24}\nabla^4V+\frac1{12}\boldsymbol\sigma\cdot(\nabla W\times\mathbf p)$, in agreement with (\ref{C3}).

For a P state these two additions together are the contact term $W/3$ on the small component $\chi=\alpha\,\boldsymbol\sigma\cdot\mathbf p\,\phi/2$, since the large component vanishes at the nucleus. For $P_{1/2}$, $\chi$ is an s wave and the sum is $8(\frac14+\frac12)/24=\frac14$. For $P_{3/2}$, $\chi$ is a d wave and the sum is $8(\frac14-\frac14)/24=0$. The whole $j$ dependence, $\frac{103}{180}-\frac{58}{180}=\frac14$, is this contact. The term $\frac23(\nabla V)^2$ is quadratic in $V$ and lies outside this cross-check; for $l\ge2$ it is the only term left, and $A_{61}$ is independent of $j$.

\subsection*{Numerical checks}

The numerical check asserts (\ref{res}) on random matrices and $T^{ijab}$ by quadrature. It computes $C_1$, $C_2$, $C_3$ from their definitions, and $C_M$ from its surviving term $\langle p^ih^2p^a\sigma^c\rangle$, on explicit point-Coulomb spinors, solves for the three coefficients from $2P_{1/2}$, $2P_{3/2}$, $3D_{5/2}$, finds $\frac23,\frac{11}{120},\frac1{24}$, and confirms them on $3P_{1/2}$, $3P_{3/2}$, $3D_{3/2}$, where $A_{61}=\frac{268}{405},\frac{148}{405},\frac4{405}$; $3D_{5/2}$ also has $\frac4{405}$. Equation (\ref{C3}) is tested against the $\alpha^2$ coefficient of the positive-energy Dirac sum $\frac23\sum_n\omega_n^3|\langle n|\mathbf r|\phi\rangle|^2$, $\omega_n=E_n-E$, in the model $V=r^2/2+0.02\,r^4$, where the $G'$ and $\{p^2,W\}$ terms are not zero. Both sides give $-5.959$ for the lowest $p_{1/2}$ state and $-5.77$ for $p_{3/2}$, within the asserted absolute tolerance of $10^{-3}$ a.u. A Gaussian nucleus of width $a=10^{-3}$ bohr in $W$, with the point-nucleus 2P function, gives $\langle\nabla^4V\rangle=0.24944$ and $\langle2W'/r\rangle=-0.24962$ in place of $\pm\frac14$, a deviation of relative order $a$ from the point values.

\subsection*{Size for H and He$^+$}

With $1/\alpha=137.035999$ and $mc^2=510998.95$ eV, the prefactor for hydrogen is
\begin{equation}
\frac\alpha\pi\,\alpha^6\,\frac{mc^2}8=\frac{510998.95\ \text{eV}}{8\pi\,(137.035999)^7}=2.24046\times10^{-11}\ \text{eV},
\end{equation}
and $\ln\alpha^{-2}=2\ln137.035999=9.8405$. The one non-contact matrix element is $\langle r^{-4}\rangle=\frac1{24}(0.529177\ \text{\AA})^{-4}=0.531\ \text{\AA}^{-4}$. Then
\begin{align}
2P_{1/2}:&\quad2.24046\times10^{-11}\times9.8405\times0.57222=1.26\times10^{-10}\ \text{eV}=30.5\ \text{kHz},\\
2P_{3/2}:&\quad2.24046\times10^{-11}\times9.8405\times0.32222=7.10\times10^{-11}\ \text{eV}=17.2\ \text{kHz}.
\end{align}
The interval $2P_{3/2}-2P_{1/2}$ changes by $-5.51\times10^{-11}$ eV $=-13.3$ kHz. For He$^+$ the prefactor grows by $2^6$ to $1.43390\times10^{-9}$ eV and the logarithm drops to $8.4542$. The shifts are $1.43390\times10^{-9}\times8.4542\times0.57222=6.94\times10^{-9}$ eV $=1.68\times10^{3}$ kHz and, with $0.32222$, $3.91\times10^{-9}$ eV $=944$ kHz; the interval changes by $-3.03\times10^{-9}$ eV $=-733$ kHz.

These are the logarithmic terms alone. The constant $A_{60}$ enters at the same power of $Z\alpha$ and is not fixed by this argument. Moving the lower cutoff from $Z^2$ to the 2P binding energy $Z^2/8$ would already change the logarithm by $\ln8\approx2.1$, out of about 10, so the constant cannot be assumed negligible. The nucleus is also taken as infinitely heavy. With the reduced mass $\mu$ in the wave function, $\langle r^{-4}\rangle$ scales as $\mu^4$ and the contact terms as $\mu^5$. This alone lowers the numbers by between four and five times the electron-to-nucleus mass ratio in relative terms, that ratio being roughly $5\times10^{-4}$ for hydrogen, which already moves the last digit shown: the hydrogen shifts become $30.4$ and $17.1$ kHz, and the He$^+$ interval, a pure contact term, becomes $-732$ kHz. The separation into logarithm and constant also needs a window $Z^2\ll\omega\ll c^2$, which closes when $Z\alpha$ is no longer small.

\section*{Calculated quantities}
\begin{verbatim}
Dimensionless pieces, Z = 1, atomic units
coefficients of O: 2/3, 11/120, 1/24
2P1/2 sigma.L = -2 ; <r^-4>, <lap W>, <spin op> = 1/24, 1/4, 1/2
2P1/2 n^3 (C1, C2, C3, CM) = 1/3, 19/90, 1/36, 0
2P1/2 n^3 x operator terms = 2/9, 11/60, 1/6
2P3/2 sigma.L = 1 ; <r^-4>, <lap W>, <spin op> = 1/24, 1/4, -1/4
2P3/2 n^3 (C1, C2, C3, CM) = 1/3, 19/90, -2/9, 0
2P3/2 n^3 x operator terms = 2/9, 11/60, -1/12
A61(2P1/2) = 103/180 = 0.57222222
A61(2P3/2) = 29/90 = 0.32222222
A61(3D5/2) = 4/405 = 0.00987654
A61(3P1/2) = 268/405 = 0.66172840
A61(3P3/2) = 148/405 = 0.36543210
A61(3D3/2) = 4/405 = 0.00987654
smeared nucleus a = 1e-03 bohr: <lap W> = 0.24944, <2W'/r> = -0.24962 (a.u.)
infrared function: -t**2/20 + t/3 ; eikonal t^2 coefficient at t = 0.01: -0.04990
model g = 0.02, kappa = 1: Dirac C3 = -5.9594, formula = -5.9594 (a.u.)
model g = 0.02, kappa = -2: Dirac C3 = -5.7725, formula = -5.7725 (a.u.)
1/alpha = 137.035999; m c^2 = 510998.95 eV; a0 = 0.529177 angstrom
H: ln (Z alpha)^-2 = 9.840487; prefactor = 2.24046e-11 eV
H: <r^-4>(2P) = 0.53135 angstrom^-4
H 2P1/2: A61 shift = 1.26159e-10 eV = 30.505 kHz
H 2P3/2: A61 shift = 7.10411e-11 eV = 17.178 kHz
H 2P3/2 - 2P1/2: A61 part = -5.51181e-11 eV = -13.327 kHz
He+: ln (Z alpha)^-2 = 8.454193; prefactor = 1.43390e-09 eV
He+: <r^-4>(2P) = 8.50167 angstrom^-4
He+ 2P1/2: A61 shift = 6.93672e-09 eV = 1677.292 kHz
He+ 2P3/2: A61 shift = 3.90612e-09 eV = 944.495 kHz
He+ 2P3/2 - 2P1/2: A61 part = -3.03061e-09 eV = -732.797 kHz
\end{verbatim}
